# Quartet ground state of the negative silicon vacancy in SiC: a numerical check

```python
# Result under test: five electrons in the four carbon dangling bonds of the
# negative silicon vacancy have a unique 4A2 (S = 3/2) ground level for every
# hopping t > 0 and repulsion U > 0 in tetrahedral symmetry, and keep it in C3v
# while the axial site energy delta stays inside a derived interval.
# H = sum h_ij c+_i c_j + U * (number of doubly occupied sites),
# h_ij = -t for i != j, h_00 = delta; site 0 is axial, sites 1-3 are basal.
# u, v: lower and upper a1 orbitals; e: degenerate pair. Energies in eV.
# The many-electron side is built from fermion operators and diagonalized.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize

SITES, MODES = 4, 8          # mode = site + 4*spin, spin 0 = up, 1 = down


def annihilator(mode):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    result = np.eye(1)
    for m in range(MODES):
        factor = (np.diag([1.0, -1.0]) if m < mode
                  else lower if m == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


def occupied(state):
    return [m for m in range(MODES) if (state >> (MODES - 1 - m)) & 1]


c = [annihilator(m) for m in range(MODES)]
# Sector with three up and two down electrons: contains every S=1/2 and S=3/2 level
sector = [s for s in range(2**MODES)
          if sum(m < 4 for m in occupied(s)) == 3
          and sum(m >= 4 for m in occupied(s)) == 2]
dim = len(sector)
position = {s: k for k, s in enumerate(sector)}


def restrict(operator):
    return operator[np.ix_(sector, sector)]


E = np.array([[restrict(c[i].T @ c[j] + c[i + 4].T @ c[j + 4])
               for j in range(SITES)] for i in range(SITES)])
double_occ = sum(restrict(c[i].T @ c[i] @ c[i + 4].T @ c[i + 4])
                 for i in range(SITES))
s_plus = sum(c[i].T @ c[i + 4] for i in range(SITES))
spin_squared = restrict(s_plus.T @ s_plus) + 0.75 * np.eye(dim)
s2_values, s2_vectors = np.linalg.eigh(spin_squared)
doublet_basis = s2_vectors[:, np.abs(s2_values - 0.75) < 1e-8]
quartet_basis = s2_vectors[:, np.abs(s2_values - 3.75) < 1e-8]
assert doublet_basis.shape[1] == 20 and quartet_basis.shape[1] == 4


def one_body(t, delta=0.0):
    h = -t * (np.ones((4, 4)) - np.eye(4))
    h[0, 0] = delta
    return h


def hamiltonian(h, U):
    return np.tensordot(h, E, axes=([0, 1], [0, 1])) + U * double_occ


def levels(H, basis):
    return np.linalg.eigvalsh(basis.T @ H @ basis)


def spin_gap(H):
    return levels(H, doublet_basis)[0] - levels(H, quartet_basis)[0]


def permutation_operator(site_map):
    P = np.zeros((dim, dim))
    for k, state in enumerate(sector):
        image = [site_map[m % 4] + 4 * (m // 4) for m in occupied(state)]
        inversions = sum(image[a] > image[b] for a in range(5)
                         for b in range(a + 1, 5))
        target = sum(1 << (MODES - 1 - m) for m in image)
        P[position[target], k] = (-1) ** inversions
    return P


mirror = permutation_operator([0, 2, 1, 3])
threefold = permutation_operator([0, 2, 3, 1])


def two_level_root(t, U, factor, sign=-1):
    total = U + 4 * t
    return 0.5 * (total + sign * np.sqrt(total**2 - factor * U * t))


def t2_doublets(t, U):
    w = np.sqrt([0.25, 0.25, 0.5])
    return np.linalg.eigvalsh(np.diag([0, 4 * t, 8 * t])
                              + U * (np.eye(3) - np.outer(w, w)))


# Full tetrahedral spectrum and uniqueness of the quartet, weak to strong U
for U_ratio in np.logspace(-2, 3, 16):
    H = hamiltonian(one_body(1.0), U_ratio)
    predicted = [0.0] + [4.0] * 3 + [4.0 + U_ratio]
    for sign in (-1, 1):
        predicted += [two_level_root(1.0, U_ratio, 4, sign)] * 3
        predicted += [two_level_root(1.0, U_ratio, 12, sign)] * 2
    predicted += list(np.repeat(t2_doublets(1.0, U_ratio), 3))
    found = np.linalg.eigvalsh(H) - (U_ratio - 3.0)
    assert np.allclose(found, np.sort(predicted), atol=1e-9 * (1 + U_ratio))
    assert found[1] > 1e-4
    assert (two_level_root(1, U_ratio, 4) < two_level_root(1, U_ratio, 12)
            < t2_doublets(1, U_ratio)[0])
# Weak and strong repulsion limits of the gap, from diagonalization
assert abs(spin_gap(hamiltonian(one_body(1.0), 1e-3)) / 2.5e-4 - 1) < 1e-3
assert abs(spin_gap(hamiltonian(one_body(1.0), 1e4)) - 1) < 1e-3

# Example: rough values for the near-infrared centre in 4H-SiC
t, U, delta = 0.35, 2.0, -0.03
h = one_body(t, delta)
H0, H = hamiltonian(one_body(t), U), hamiltonian(h, U)
gap0, gap = spin_gap(H0), spin_gap(H)
wrong_sign_gap = spin_gap(hamiltonian(one_body(-t), U))
assert wrong_sign_gap < 0

# Symmetry labels of the doublets from traces of the mirror operation
_, vectors = np.linalg.eigh(doublet_basis.T @ H0 @ doublet_basis)
vectors = doublet_basis @ vectors
for first, last, character in ((0, 3, -1), (3, 5, 0), (5, 8, 1)):
    block = vectors[:, first:last]
    assert abs(np.trace(block.T @ mirror @ block) - character) < 1e-8

# Orbitals and exact quartet energies in C3v
root = np.sqrt(((delta + 2 * t) / 2) ** 2 + 3 * t**2)
eps_u, eps_v, eps_e = (delta - 2*t)/2 - root, (delta - 2*t)/2 + root, t
orbital_energy, orbitals = np.linalg.eigh(h)
assert np.allclose(orbital_energy, np.sort([eps_u, eps_v, eps_e, eps_e]))
quartets = levels(H, quartet_basis)
assert np.allclose(quartets, U + delta + np.sort([eps_u, eps_v, eps_e, eps_e]))

# Spin, symmetry and configuration of the true lowest state
energies, states = np.linalg.eigh(H)
ground = states[:, 0]
ground_s2 = ground @ spin_squared @ ground
mirror_value = ground @ mirror @ ground
threefold_value = ground @ threefold @ ground
density = np.einsum('a,ijab,b->ij', ground, E, ground)
occupation = np.diag(orbitals.T @ density @ orbitals)
assert abs(ground_s2 - 3.75) < 1e-8
assert abs(mirror_value + 1) < 1e-8 and abs(threefold_value - 1) < 1e-8
assert np.allclose(occupation, [2, 1, 1, 1], atol=1e-8)

# Equal intersite repulsion only reduces U and shifts all levels
V = 1.0
pair_sum = sum(E[i, i] @ E[j, j] for i in range(4) for j in range(i + 1, 4))
assert np.allclose(np.linalg.eigvalsh(hamiltonian(h, U + V) + V * pair_sum),
                   energies + 10 * V)

# Sufficient interval for delta, tried just inside both ends
for U_test in (0.3, 1.0, 2.0, 8.0):
    G = spin_gap(hamiltonian(one_body(t), U_test))
    for trial in (-4 * G / 3, 4 * G / 5):
        assert spin_gap(hamiltonian(one_body(t, 0.999 * trial), U_test)) > 0


def gap_at(site_energy):
    return spin_gap(hamiltonian(one_body(t, site_energy), U))


def first_crossing(direction):
    step = 0.05
    for k in range(400):
        a, b = direction * k * step, direction * (k + 1) * step
        if gap_at(a) * gap_at(b) < 0:
            return brentq(gap_at, min(a, b), max(a, b))
    raise AssertionError("no loss of the quartet found")


lost_negative, lost_positive = first_crossing(-1), first_crossing(1)
assert lost_negative < -4 * gap0 / 3 and lost_positive > 4 * gap0 / 5

# Neglected effect: relaxation of the four carbon atoms in each spin state.
# The surrounding crystal balances the force of the tetrahedral quartet.
distance, decay, stiffness = 0.33, 0.05, 700.0   # nm, nm, eV/nm^2 (rough)
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
atoms = corners * distance / (2 * np.sqrt(2))
unit = 0.01                                    # nm per optimizer coordinate


def relaxed_energy(x, basis):
    shift = unit * x.reshape(4, 3)
    h_moved = np.diag([delta, 0.0, 0.0, 0.0])
    lattice = 0.5 * stiffness * np.sum(shift**2)
    for i in range(4):
        for j in range(i + 1, 4):
            bond = atoms[i] - atoms[j]
            change = shift[i] - shift[j]
            length = np.linalg.norm(bond + change)
            h_moved[i, j] = h_moved[j, i] = -t * np.exp(
                -(length - distance) / decay)
            lattice -= 0.5 * t / decay * (bond @ change) / distance
    return levels(hamiltonian(h_moved, U), basis)[0] + lattice


rng = np.random.default_rng(4)
starts = [rng.normal(0, 0.3, 12) for _ in range(5)]


def relax(basis):
    return min(minimize(relaxed_energy, x0, args=(basis,), method='L-BFGS-B',
                        bounds=[(-3, 3)] * 12).fun for x0 in starts)


quartet_relaxed, doublet_relaxed = relax(quartet_basis), relax(doublet_basis)
quartet_gain = quartets[0] - quartet_relaxed
doublet_gain = levels(H, doublet_basis)[0] - doublet_relaxed
relaxed_gap = doublet_relaxed - quartet_relaxed
assert relaxed_gap > 0

# Neglected effects: direct exchange and unequal intersite repulsion
K, dV = 0.02, 0.05
exchange = 0.5 * K * sum(E[i, j] @ E[j, i] - E[i, i] + E[i, j] @ E[i, j]
                         for i in range(4) for j in range(4) if i != j)
axial_pairs = dV * sum(E[0, 0] @ E[j, j] for j in range(1, 4))
gap_exchange, gap_axial = spin_gap(H + exchange), spin_gap(H + axial_pairs)
assert gap_exchange > 0 and gap_axial > 0

# Neglected effects: temperature and spin-orbit mixing
T, spin_orbit = 300.0, 0.0015
kT = const.k * T / const.e
quartet_weight = 4 * np.sum(np.exp(-(quartets - quartets[0]) / kT))
doublet_weight = 2 * np.sum(np.exp(
    -(levels(H, doublet_basis) - quartets[0]) / kT))
doublet_fraction = doublet_weight / (quartet_weight + doublet_weight)
hc = const.h * const.c / const.e * 1e9

print(f"hopping t = {t:.2f} eV")
print(f"effective repulsion U = {U:.2f} eV")
print(f"axial site energy delta = {delta:.3f} eV")
print(f"orbital u = {eps_u:.4f} eV")
print(f"orbital v = {eps_v:.4f} eV")
print(f"orbital e = {eps_e:.4f} eV")
print(f"e minus v = {eps_e - eps_v:.4f} eV")
print(f"ground energy = {energies[0]:.4f} eV")
print(f"ground S(S+1) = {ground_s2:.4f}")
print(f"mirror character = {mirror_value:.4f}")
print(f"threefold character = {threefold_value:.4f}")
print("occupations u, v, e, e =", " ".join(f"{n:.4f}" for n in occupation))
print(f"quartet u->v = {quartets[1] - quartets[0]:.4f} eV")
print(f"quartet u->v wavelength = {hc / (quartets[1] - quartets[0]):.1f} nm")
print(f"quartet u->e = {quartets[2] - quartets[0]:.4f} eV")
print(f"Td gap to 2T1, diagonalized = {gap0:.4f} eV")
print(f"Td gap to 2T1, formula = {two_level_root(t, U, 4):.4f} eV")
print(f"Td gap to 2E, formula = {two_level_root(t, U, 12):.4f} eV")
print(f"Td gap to lowest 2T2, 3x3 block = {t2_doublets(t, U)[0]:.4f} eV")
print(f"Td gap to 2A1, formula = {4 * t + U:.4f} eV")
print(f"C3v gap to lowest doublet = {gap:.4f} eV")
for U_other in (1.0, 4.0):
    value = spin_gap(hamiltonian(h, U_other))
    print(f"C3v gap for U = {U_other:.1f} eV: {value:.4f} eV")
print(f"Td doublet minus quartet for t = {-t:.2f} eV: {wrong_sign_gap:.4f} eV")
print(f"sufficient lower limit of delta = {-4 * gap0 / 3:.4f} eV")
print(f"sufficient upper limit of delta = {4 * gap0 / 5:.4f} eV")
print(f"quartet lost at negative delta = {lost_negative:.4f} eV")
print(f"quartet lost at positive delta = {lost_positive:.4f} eV")
print(f"rough C-C distance = {distance:.2f} nm")
print(f"rough hopping decay length = {decay:.2f} nm")
print(f"rough stiffness per atom = {stiffness:.0f} eV/nm^2")
print(f"quartet relaxation gain = {quartet_gain:.5f} eV")
print(f"doublet relaxation gain = {doublet_gain:.5f} eV")
print(f"gap after relaxation = {relaxed_gap:.4f} eV")
print(f"rough direct exchange K = {K:.3f} eV")
print(f"gap with direct exchange = {gap_exchange:.4f} eV")
print(f"rough extra axial-basal repulsion = {dV:.3f} eV")
print(f"gap with unequal repulsion = {gap_axial:.4f} eV")
print(f"temperature = {T:.0f} K")
print(f"thermal energy = {kT:.5f} eV")
print(f"thermal doublet fraction = {doublet_fraction:.2e}")
print(f"rough spin-orbit energy = {spin_orbit:.4f} eV")
print(f"spin-orbit mixing weight, order = {(spin_orbit / gap)**2:.1e}")
print("verified")
```

Printed output:

```
hopping t = 0.35 eV
effective repulsion U = 2.00 eV
axial site energy delta = -0.030 eV
orbital u = -1.0576 eV
orbital v = 0.3276 eV
orbital e = 0.3500 eV
e minus v = 0.0224 eV
ground energy = 0.9124 eV
ground S(S+1) = 3.7500
mirror character = -1.0000
threefold character = 1.0000
occupations u, v, e, e = 2.0000 1.0000 1.0000 1.0000
quartet u->v = 1.3852 eV
quartet u->v wavelength = 895.0 nm
quartet u->e = 1.4076 eV
Td gap to 2T1, diagonalized = 0.2201 eV
Td gap to 2T1, formula = 0.2201 eV
Td gap to 2E, formula = 0.8112 eV
Td gap to lowest 2T2, 3x3 block = 1.0419 eV
Td gap to 2A1, formula = 3.4000 eV
C3v gap to lowest doublet = 0.2169 eV
C3v gap for U = 1.0 eV: 0.1533 eV
C3v gap for U = 4.0 eV: 0.2694 eV
Td doublet minus quartet for t = -0.35 eV: -0.8200 eV
sufficient lower limit of delta = -0.2935 eV
sufficient upper limit of delta = 0.1761 eV
quartet lost at negative delta = -0.9596 eV
quartet lost at positive delta = 1.7695 eV
rough C-C distance = 0.33 nm
rough hopping decay length = 0.05 nm
rough stiffness per atom = 700 eV/nm^2
quartet relaxation gain = 0.00002 eV
doublet relaxation gain = 0.02417 eV
gap after relaxation = 0.1927 eV
rough direct exchange K = 0.020 eV
gap with direct exchange = 0.2751 eV
rough extra axial-basal repulsion = 0.050 eV
gap with unequal repulsion = 0.2063 eV
temperature = 300 K
thermal energy = 0.02585 eV
thermal doublet fraction = 3.06e-04
rough spin-orbit energy = 0.0015 eV
spin-orbit mixing weight, order = 4.8e-05
verified
```
